# Two Opposed Schottky Diodes in Series: Current Law and Saturation Limits: test program

```python
"""Two opposed Schottky contacts on one n-type film: test of the series law
    J = J1*J2*(exp(v)-1)/(J2 + J1*exp(v)),   v = V/VT,   -J1 < J < J2.
V  : potential of contact 1 minus potential of contact 2; VT = kT/q
J  : current density from contact 1 to contact 2 through the film
J1, J2 : saturation current densities, A* T^2 exp(-barrier/kT)
The law is compared with a numerical solution for the inner potential.
Saturation currents are compared with a wave-vector integral of the flux.
The effects that the law neglects are then sized for an n-silicon film.
Internal units are SI; barriers and energies along the film are in eV.
"""
import numpy as np
from scipy import constants as c
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

q, kB, hbar, h, m0 = c.e, c.k, c.hbar, c.h, c.m_e

# Inputs: rough typical values for n-type silicon with silicide-like contacts
T, T_hot = 300.0, 358.0
phi1, phi2 = 0.70, 0.65            # barriers, eV
donors = 1e22                      # m^-3
length = 1000e-9                   # m
eps_r, ml, mt = 11.7, 0.916, 0.19  # permittivity and masses
mobility = 0.12                    # m^2/(V s)
v_sat = 1e5                        # saturated drift velocity, m/s
n_i, D_hole, lifetime = 1e16, 1.2e-3, 1e-6
field_break = 4e7                  # rough breakdown field, V/m
J_cell = 1e10                      # rough programming demand, A/m^2

eps = eps_r * c.epsilon_0
VT = kB * T / q
A_free = 4 * np.pi * q * m0 * kB**2 / h**3
ratio100 = 2 * mt + 4 * np.sqrt(ml * mt)
ratio111 = 6 * np.sqrt((mt**2 + 2 * ml * mt) / 3)


def saturation(phi, temp, ratio=ratio100):
    return ratio * A_free * temp**2 * np.exp(-phi * q / (kB * temp))


J1, J2 = saturation(phi1, T), saturation(phi2, T)


def flux_from_definition(phi, normal):
    """Fermi-Dirac one-way flux summed over six ellipsoidal valleys."""
    step = 0.1
    s = np.arange(-7 + step / 2, 7, step)
    a, b, d = s[:, None, None], s[None, :, None], s[None, None, :]
    occupation = 1 / (np.exp(phi / VT + (a*a + b*b + d*d) / 2) + 1)
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    total = 0.0
    for axis in range(3):
        m = np.full(3, mt * m0)
        m[axis] = ml * m0
        g = n / np.sqrt(m)
        speed = np.maximum(g[0] * a + g[1] * b + g[2] * d, 0)
        total += 2 * np.sqrt(m.prod()) * np.sum(speed * occupation) * step**3
    return q * 2 / (2 * np.pi)**3 * (kB * T)**2 / hbar**3 * total


flux100 = flux_from_definition(phi2, (1, 0, 0))
flux111 = flux_from_definition(phi2, (1, 1, 1))
assert abs(flux100 / J2 - 1) < 3e-3      # midpoint rule with a kink
assert abs(flux111 / saturation(phi2, T, ratio111) - 1) < 3e-3


def circuit(v, Ja, Jb, R=0.0):
    """Solve for the inner potential. Voltages in VT, R in VT per (A/m^2).
    Nonzero R is used only for positive v. Returns J and voltage on contact 1."""
    def mismatch(v2):
        J = -Jb * np.expm1(-v2)
        return (Ja * np.expm1(v - v2 - J * R) - J) / (Ja + Jb)
    v2 = brentq(mismatch, min(v, 0.0), max(v, 0.0), xtol=1e-14, rtol=1e-14)
    J = -Jb * np.expm1(-v2)
    return J, v - v2 - J * R


def law(v, Ja, Jb):
    return Ja * Jb * np.expm1(v) / (Jb + Ja * np.exp(v))


def shifted_tanh(v, Ja, Jb):
    return (Jb - Ja) / 2 + (Ja + Jb) / 2 * np.tanh((v - np.log(Jb / Ja)) / 2)


for v in (-30.0, -8.0, -1.0, -0.2, 0.2, 1.0, 3.0, 8.0, 30.0):
    solved = circuit(v, J1, J2)[0]
    assert abs(law(v, J1, J2) / solved - 1) < 1e-9
    assert abs(shifted_tanh(v, J1, J2) / solved - 1) < 1e-9
    assert abs(J2 * np.tanh(v / 2) / circuit(v, J2, J2)[0] - 1) < 1e-9

# Limits, voltage sharing, and which contact controls the current
v_one = 1.0 / VT
J_plus, v1_plus = circuit(v_one, J1, J2)
J_minus = circuit(-v_one, J1, J2)[0]
v1_limit = np.log(1 + J2 / J1)
assert abs(J_plus / J2 - 1) < 1e-9 and abs(J_minus / J1 + 1) < 1e-9
assert abs(v1_plus - v1_limit) < 1e-9
assert abs(circuit(v_one, 2 * J1, J2)[0] / J_plus - 1) < 1e-9
assert abs(circuit(v_one, J1, 2 * J2)[0] / J_plus - 2) < 1e-9
R_test = 0.3 / VT / J2
assert abs(circuit(v_one, J1, J2, R_test)[0] / J2 - 1) < 1e-6
assert circuit(0.2 / VT, J1, J2, R_test)[0] < 0.9 * circuit(0.2 / VT, J1, J2)[0]

# Zero-bias conductance by central difference
dv = 1e-3
slope = (circuit(dv, J1, J2)[0] - circuit(-dv, J1, J2)[0]) / (2 * dv * VT)
conductance = J1 * J2 / (VT * (J1 + J2))
assert abs(slope / conductance - 1) < 1e-5


# Half-bias ratio J(V)/J(V/2)
def half_ratio(v, Ja=J1, Jb=J2):
    return circuit(v, Ja, Jb)[0] / circuit(v / 2, Ja, Jb)[0]


r = J2 / J1
S_max = 1 + (r + 1) / (2 * np.sqrt(r))
best = minimize_scalar(lambda v: -half_ratio(v), bounds=(0.1, 10),
                       method="bounded", options={"xatol": 1e-7})
assert abs(-best.fun / S_max - 1) < 1e-7
assert abs(best.x - np.log(r)) < 1e-3
for v in (0.2, 1.0, 3.0, 10.0, 30.0):
    y = np.exp(v / 2)
    assert abs(half_ratio(v) - 1 - (r + 1) * y / (r + y * y)) < 1e-8
    assert half_ratio(-v) < 2 and half_ratio(v, J2, J2) < 2

# Depletion layers
m_dos = (ml * mt * mt)**(1 / 3)
N_c = 12 * (m_dos * m0 * kB * T / (2 * np.pi * hbar**2))**1.5
phi_n = VT * np.log(N_c / donors)


def width(phi, reverse):
    return np.sqrt(2 * eps * (phi - phi_n + reverse) / (q * donors))


V1_lim = v1_limit * VT
W1, W2 = width(phi1, -V1_lim), width(phi2, 1 - V1_lim)
field = q * donors * W2 / eps
assert W1 + W2 < length
V_punch = brentq(lambda V: width(phi1, -V1_lim) + width(phi2, V - V1_lim)
                 - length, 1, 50)

# Nonlinear Poisson equation, lengths in Debye lengths, potential in VT
bend = (phi2 - phi_n + 1 - V1_lim) / VT


def reached(x, y):
    return y[0] - bend


reached.terminal = True
poisson = solve_ivp(lambda x, y: [y[1], -np.expm1(-y[0])], (0, 100),
                    [1e-4, 1e-4], events=reached, rtol=1e-9, atol=1e-12)
assert len(poisson.t_events[0]) == 1
field_poisson = poisson.y_events[0][0][1] * np.sqrt(q * donors * VT / eps)
assert abs(field_poisson / field - 1) < 0.03   # depletion approximation


# Image-force lowering and WKB tunnelling
def root_integral(x, U, E):
    return trapezoid(np.sqrt(np.maximum(U[None, :] - E[:, None], 0)), x, axis=1)


def action(integral, mass):
    return 2 * np.sqrt(2 * mass * m0 * q) / hbar * integral


x_tri = np.linspace(0, 50e-9, 20001)
S_num = action(root_integral(x_tri, 0.3 - 1e7 * x_tri, np.array([0.2])), mt)[0]
S_ana = 4 * np.sqrt(2 * mt * m0) * (0.1 * q)**1.5 / (3 * hbar * q * 1e7)
assert abs(S_num / S_ana - 1) < 1e-4


def leak(phi, reverse, heavy=1.0):
    """Total current factor, lowering-only factor, and lowering in eV."""
    bending, W = phi - phi_n + reverse, width(phi, reverse)
    x = np.geomspace(2e-11, W, 2500)
    U = (phi - q * donors / eps * (W * x - x * x / 2)
         - q / (16 * np.pi * eps * x))
    top = U.max()
    low = max(phi - bending, 0.0)
    E = top - (top - low) * np.linspace(0, 1, 250)**2
    integral = root_integral(x, U, E)
    over = np.exp((phi - top) / VT)
    total = over
    for mass, weight in ((ml, 2 * mt), (mt, 4 * np.sqrt(ml * mt))):
        S = action(integral, mass * heavy)
        through = -trapezoid(np.exp((phi - E) / VT - S), E) / VT
        total += weight / ratio100 * through
    return total, over, phi - top


total0, over0, low0 = leak(phi2, 0.0)
total1, over1, low1 = leak(phi2, 1 - V1_lim)
assert abs(low1 / np.sqrt(q * field / (4 * np.pi * eps)) - 1) < 0.05
heavy_total, heavy_over, _ = leak(phi2, 1 - V1_lim, 1e6)
assert abs(heavy_total / heavy_over - 1) < 0.02


def leaky_current(V, phi_forward, phi_reverse):
    """Magnitude of current when both barriers lower and tunnel."""
    Jf, Jr = saturation(phi_forward, T), saturation(phi_reverse, T)

    def reverse_current(Vr):
        return -Jr * leak(phi_reverse, Vr)[0] * np.expm1(-Vr / VT)

    def mismatch(Vf):
        forward = Jf * leak(phi_forward, -Vf)[0] * np.expm1(Vf / VT)
        return (forward - reverse_current(V - Vf)) / Jr
    Vf = brentq(mismatch, 0.0, 0.2, xtol=1e-9)
    return reverse_current(V - Vf)


leak_p5, leak_p10 = [leaky_current(V, phi1, phi2) for V in (0.5, 1.0)]
leak_m5, leak_m10 = [leaky_current(V, phi2, phi1) for V in (0.5, 1.0)]
assert leak_p10 > leak_p5 > J2 and leak_m10 > leak_m5 > J1

# Other neglected effects
v_R = ratio100 * A_free * T**2 / (q * N_c)
drop = J2 * length / (q * mobility * donors)
J_hole = (q * D_hole * n_i**2 / donors * np.exp(v1_limit)
          / (length - W1 - W2))
J_gen = q * n_i * W2 / lifetime
phi_needed = VT * np.log(ratio100 * A_free * T**2 / J_cell)
assert drop < 1e-3 and J_hole + J_gen < 0.01 * J2
assert field < field_break and phi_needed < phi_n


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("temperature", T, "K")
show("thermal voltage VT", VT * 1e3, "mV")
show("barrier 1", phi1, "eV")
show("barrier 2", phi2, "eV")
show("donor density", donors / 1e6, "cm^-3")
show("film thickness", length * 1e9, "nm")
print(f"inputs: eps_r {eps_r}, ml {ml}, mt {mt} (electron masses)")
show("A*/A for (100)", ratio100)
show("A* for (100)", ratio100 * A_free / 1e4, "A/(cm^2 K^2)")
show("J1 saturation", J1 / 1e4, "A/cm^2")
show("J2 saturation", J2 / 1e4, "A/cm^2")
show("J2 from flux integral", flux100 / 1e4, "A/cm^2")
show("ratio r = J2/J1", r)
show("zero-bias conductance", conductance / 1e4, "S/cm^2")
print("V (V) | J (A/cm^2) | V1 (mV) | V2 (mV)")
for V in (-1.0, -0.5, -0.1, -0.05, 0.05, 0.1, 0.5, 1.0):
    J, v1 = circuit(V / VT, J1, J2)
    print(f"{V:5.2f} | {J/1e4:.4e} | {v1*VT*1e3:.2f} | {(V-v1*VT)*1e3:.2f}")
show("limit of forward voltage V1", V1_lim * 1e3, "mV")
show("largest half-bias ratio", S_max)
show("reached at V", np.log(r) * VT * 1e3, "mV")
show("ideal half-bias ratio at +1 V", half_ratio(v_one), "", ".6f")
show("ideal half-bias ratio at -1 V", half_ratio(-v_one), "", ".6f")
show("band edge above Fermi level", phi_n, "eV")
print(f"depletion widths at +1 V: {W1*1e9:.1f}, {W2*1e9:.1f} nm")
show("punch-through voltage", V_punch, "V", ".3g")
print(f"peak field at +1 V: {field/1e8:.4f} MV/cm "
      f"(rough breakdown {field_break/1e8:.1f})")
print(f"lowering at contact 2, 0 V and +1 V: {low0*1e3:.1f}, {low1*1e3:.1f} meV")
print(f"current factor from lowering, 0 V and +1 V: {over0:.2f}, {over1:.2f}")
print(f"extra WKB tunnelling factor, 0 V and +1 V: "
      f"{total0/over0:.2f}, {total1/over1:.2f}")
print(f"leaky J at +0.5, +1 V: {leak_p5/1e4:.3e}, {leak_p10/1e4:.3e} A/cm^2")
print(f"leaky J at -0.5, -1 V: {-leak_m5/1e4:.3e}, {-leak_m10/1e4:.3e} A/cm^2")
print(f"leaky half-bias ratio at +1, -1 V: "
      f"{leak_p10/leak_p5:.3f}, {leak_m10/leak_m5:.3f}")
show("A* ratio (111)/(100)", ratio111 / ratio100)
show("A* ratio isotropic mass/(100)", 6 * m_dos / ratio100)
show("degeneracy measure donors/Nc", donors / N_c, "", ".2e")
show("emission velocity", v_R * 100, "cm/s", ".2e")
show("diffusion factor, rough drift 1e7 cm/s", 1 / (1 + v_R / v_sat), "", ".2f")
print(f"series drop, full film, mobility {mobility*1e4:.0f} cm2/Vs: {drop:.1e} V")
print(f"rough hole, generation J: {J_hole/1e4:.1e}, {J_gen/1e4:.1e} A/cm^2")
print(f"J1, J2 at {T_hot:.0f} K: {saturation(phi1, T_hot)/1e4:.3e}, "
      f"{saturation(phi2, T_hot)/1e4:.3e} A/cm^2")
print(f"growth of J1, J2 from {T:.0f} K: {saturation(phi1, T_hot)/J1:.1f}, "
      f"{saturation(phi2, T_hot)/J2:.1f}")
show("rough cell demand", J_cell / 1e10, "MA/cm^2")
show("cell demand / J2", J_cell / J2, "", ".2e")
show("barrier that would supply it", phi_needed, "eV", ".3f")
print("all good")
```

Output:

```
temperature: 300 K
thermal voltage VT: 25.85 mV
barrier 1: 0.7 eV
barrier 2: 0.65 eV
donor density: 1e+16 cm^-3
film thickness: 1000 nm
inputs: eps_r 11.7, ml 0.916, mt 0.19 (electron masses)
A*/A for (100): 2.049
A* for (100): 246.2 A/(cm^2 K^2)
J1 saturation: 3.855e-05 A/cm^2
J2 saturation: 0.0002667 A/cm^2
J2 from flux integral: 0.0002668 A/cm^2
ratio r = J2/J1: 6.918
zero-bias conductance: 0.001303 S/cm^2
V (V) | J (A/cm^2) | V1 (mV) | V2 (mV)
-1.00 | -3.8552e-05 | -996.51 | -3.49
-0.50 | -3.8552e-05 | -496.51 | -3.49
-0.10 | -3.7633e-05 | -96.59 | -3.41
-0.05 | -3.2304e-05 | -47.04 | -2.96
 0.05 | 1.1407e-04 | 35.57 | 14.43
 0.10 | 2.2814e-04 | 50.00 | 50.00
 0.50 | 2.6669e-04 | 53.49 | 446.51
 1.00 | 2.6669e-04 | 53.49 | 946.51
limit of forward voltage V1: 53.49 mV
largest half-bias ratio: 2.505
reached at V: 50 mV
ideal half-bias ratio at +1 V: 1.000000
ideal half-bias ratio at -1 V: 1.000000
band edge above Fermi level: 0.2046 eV
depletion widths at +1 V: 239.0, 424.3 nm
punch-through voltage: 4.09 V
peak field at +1 V: 0.0656 MV/cm (rough breakdown 0.4)
lowering at contact 2, 0 V and +1 V: 21.3, 28.4 meV
current factor from lowering, 0 V and +1 V: 2.28, 3.00
extra WKB tunnelling factor, 0 V and +1 V: 1.20, 1.33
leaky J at +0.5, +1 V: 9.014e-04, 1.063e-03 A/cm^2
leaky J at -0.5, -1 V: -1.355e-04, -1.583e-04 A/cm^2
leaky half-bias ratio at +1, -1 V: 1.179, 1.168
A* ratio (111)/(100): 1.048
A* ratio isotropic mass/(100): 0.94
degeneracy measure donors/Nc: 3.65e-04
emission velocity: 5.05e+06 cm/s
diffusion factor, rough drift 1e7 cm/s: 0.66
series drop, full film, mobility 1200 cm2/Vs: 1.4e-08 V
rough hole, generation J: 4.5e-09, 6.8e-08 A/cm^2
J1, J2 at 358 K: 4.413e-03, 2.232e-02 A/cm^2
growth of J1, J2 from 300 K: 114.5, 83.7
rough cell demand: 1 MA/cm^2
cell demand / J2: 3.75e+09
barrier that would supply it: 0.080 eV
all good
```
